\section*{Phase coexistence in the mean-field Fowler isotherm above zw = 4kT}

\section{Result and assumptions}

Atoms from a vapour occupy a surface with $N$ equivalent sites. Let $\theta$ be the fraction of occupied sites, $T$ the temperature and $k$ Boltzmann's constant. The assumptions are as follows.

(A1) Each site holds at most one atom and has $z$ nearest neighbours. An isolated adsorbed atom has binding energy $\varepsilon>0$, measured from the bottom of its well.

(A2) Each pair of occupied neighbouring sites lowers the energy by $w>0$. There is no other lateral interaction.

(A3) In mean field, the number of such pairs within each uniform part of the layer is replaced by its average over random arrangements at the coverage of that part.

(A4) The vapour is an ideal gas. The layer is large enough for the free energy of boundaries between phases to be neglected beside that of the phases.

\paragraph{Theorem.} Put $x=zw/kT$. A uniform layer in equilibrium with vapour at pressure $p$ obeys the Fowler isotherm
\begin{equation}
\frac{p}{p_0}=\frac{\theta}{1-\theta}\,e^{-x\theta},
\label{iso}
\end{equation}
where $p_0$ depends on temperature but not on coverage. If $x\le4$, the layer is uniform at every coverage. If $x>4$, that is $zw>4kT$, a dilute and a dense phase can coexist, with coverages
\begin{equation}
\theta_\mp=\frac{1\mp m}{2},\qquad m=\tanh\frac{xm}{4},\quad m>0,
\label{binodal}
\end{equation}
at the single pressure
\begin{equation}
p_c=p_0e^{-x/2}.
\label{pc}
\end{equation}
Both phases are present when the mean coverage lies strictly between $\theta_-$ and $\theta_+$.

The inequality alone therefore does not guarantee two phases: coverage or pressure must also be right. The energy $zw$ is the extra cost of removing one atom from a full layer, because all $z$ of its bonds break. The theorem compares this cost with $4kT$.

\section{Free energy and isotherm}

\paragraph{Lemma 1.} For $M=N\theta$ atoms placed at random on a large lattice, the mean lateral energy is $-Nzw\theta^2/2$.

\emph{Proof.} There are $Nz/2$ neighbouring pairs of sites, since counting $z$ neighbours for each site counts every pair twice. One site of a pair is occupied with probability $M/N$, and the other is then occupied with probability $(M-1)/(N-1)$. The mean number of occupied pairs is
\begin{equation}
\frac{Nz}{2}\frac{M(M-1)}{N(N-1)}\longrightarrow\frac{Nz\theta^2}{2}
\end{equation}
for large $N$ at fixed $\theta$. Multiplication by $-w$ gives the result. $\square$

\paragraph{Lemma 2.} The free energy per site is
\begin{align}
f(\theta)={}&-(\varepsilon+kT\ln q)\theta-\frac{zw}{2}\theta^2\notag\\
&+kT[\theta\ln\theta+(1-\theta)\ln(1-\theta)],
\label{f}
\end{align}
where $q$ is the vibrational partition function of an adsorbed atom, and equilibrium with the vapour gives (\ref{iso}).

\emph{Proof.} By (A3), all $\binom NM$ arrangements have the same weight, so the partition function is
\begin{equation}
Z=\binom NM q^M\exp\left(\frac{M\varepsilon+Nzw\theta^2/2}{kT}\right).
\end{equation}
Stirling's formula gives, to leading order in $N$,
\begin{equation}
\ln\binom NM=-N[\theta\ln\theta+(1-\theta)\ln(1-\theta)].
\end{equation}
Inserting this in $f=-(kT/N)\ln Z$ yields (\ref{f}).

The chemical potential is $\mu=\partial(Nf)/\partial M=f'(\theta)$, because $\theta=M/N$. The derivative of the bracket in (\ref{f}) is $\ln\theta+1-\ln(1-\theta)-1$, so
\begin{equation}
\mu=-\varepsilon-kT\ln q-zw\theta+kT\ln\frac{\theta}{1-\theta}.
\label{mu}
\end{equation}

A vapour of $G$ atoms in volume $V$ has partition function $(gV/\Lambda^3)^G/G!$. Here $g$ is the electronic degeneracy of a free atom, $\Lambda=h/\sqrt{2\pi m_akT}$ its thermal wavelength, and $m_a$ its mass; the adsorbed atom is taken to be non-degenerate. Differentiating the free energy with respect to $G$ and using $pV=GkT$ gives
\begin{equation}
\mu_{\rm gas}=-kT\ln\frac{gV}{G\Lambda^3}=kT\ln\frac{p\Lambda^3}{gkT}.
\label{gas}
\end{equation}
Equating (\ref{mu}) and (\ref{gas}), dividing by $kT$ and exponentiating gives
\begin{equation}
p=\frac{gkT}{q\Lambda^3}e^{-\varepsilon/kT}\,\frac{\theta}{1-\theta}e^{-x\theta}.
\end{equation}
The factor before the coverage terms is $p_0$. $\square$

For three classical vibrations of frequency $\nu$, $q=(kT/h\nu)^3$. Indeed, one vibration contributes the phase-space integral
\begin{equation}
\frac1h\sqrt{2\pi m_akT}\sqrt{\frac{2\pi kT}{m_a(2\pi\nu)^2}}=\frac{kT}{h\nu}.
\end{equation}

\section{Proof of the threshold}

\paragraph{Lemma 3.} The function $f$ is strictly convex for $x\le4$. For $x>4$ it is concave between the spinodal coverages
\begin{equation}
\theta_s^\mp=\frac12\left(1\mp\sqrt{1-\frac4x}\right)
\label{spin}
\end{equation}
and convex outside them.

\emph{Proof.} Differentiating (\ref{mu}) gives
\begin{equation}
f''(\theta)=\frac{kT}{\theta(1-\theta)}-zw.
\label{curv}
\end{equation}
Since $\theta(1-\theta)=\frac14-(\theta-\frac12)^2$, the first term has its minimum, $4kT$, at half coverage. For $x<4$ the curvature is positive everywhere. At $x=4$ it vanishes only at $\theta=\frac12$, which leaves $f$ strictly convex. For $x>4$, setting $f''=0$ gives $\theta(1-\theta)=1/x$, whose roots are (\ref{spin}). $\square$

The first term in (\ref{curv}) is the resistance of mixing entropy to a change in coverage. It is weakest at half coverage, so attraction first wins there.

\paragraph{Proof for $x\le4$.} Divide the surface into parts with area fractions $\phi_i$ and coverages $\theta_i$, with mean $\bar\theta=\sum_i\phi_i\theta_i$. Strict convexity means $\sum_i\phi_if(\theta_i)>f(\bar\theta)$ unless all $\theta_i$ are equal. Splitting into phases raises the free energy.

\paragraph{Proof for $x>4$.} Define
\begin{equation}
\mu_c=-\varepsilon-kT\ln q-\frac{zw}{2},\qquad \omega(\theta)=f(\theta)-\mu_c\theta.
\end{equation}
At fixed mean coverage the subtracted term is fixed, so minimizing $f$ over divisions of the surface is the same as minimizing $\omega$. From (\ref{f}),
\begin{equation}
\frac{\omega}{kT}=\frac x2\theta(1-\theta)+\theta\ln\theta+(1-\theta)\ln(1-\theta),
\label{omega}
\end{equation}
which is unchanged by $\theta\to1-\theta$. Write $\theta=(1+s)/2$. Then
\begin{equation}
\frac{\omega'(\theta)}{kT}=\ln\frac{1+s}{1-s}-\frac{xs}{2}
=2\left(\operatorname{artanh}s-\frac{xs}{4}\right).
\label{slope}
\end{equation}
Stationary points satisfy $s=\tanh(xs/4)$.

To count the roots, let $R(s)=\tanh(xs/4)-s$. We have $R(0)=0$, $R'(0)=x/4-1>0$ and $R(1)<0$. Also
\begin{equation}
R''(s)=-2\left(\frac x4\right)^2\operatorname{sech}^2\frac{xs}{4}\,\tanh\frac{xs}{4}<0\qquad(s>0).
\end{equation}
A strictly concave function that starts at zero, rises, and ends below zero has one positive root. Call it $m$. By (\ref{slope}), $\omega$ falls for $0<s<m$ and rises for $s>m$. By symmetry, $s=\pm m$ are equal global minima. These are the coverages (\ref{binodal}).

For $\theta_-<\bar\theta<\theta_+$, a mixture of these two coverages puts every part of the surface at the minimum of $\omega$, and no other division reaches so low a value. If $\phi$ is the dense fraction, conservation of atoms gives
\begin{equation}
\bar\theta=(1-\phi)\theta_-+\phi\theta_+,\qquad
\phi=\frac{\bar\theta-\theta_-}{\theta_+-\theta_-}.
\label{lever}
\end{equation}

Outside this interval the layer is uniform. To see this, note that $\omega'$ vanishes at $\theta_-$ and at $\frac12$, so $f''$ vanishes between them; hence $\theta_-<\theta_s^-$, and by symmetry $\theta_+>\theta_s^+$. Replacing $f$ between $\theta_-$ and $\theta_+$ by its common tangent therefore gives a convex curve that nowhere exceeds $f$. It is strictly convex outside the interval, where a division would raise the free energy.

The slope of the common tangent is $\mu_c$. Equating it to (\ref{gas}) gives (\ref{pc}). At another pressure one phase wins: if $\mu>\mu_c$, replacing any $\theta<\frac12$ by $1-\theta$ changes $f-\mu\theta$ by $-(\mu-\mu_c)(1-2\theta)<0$, which selects the dense side. The opposite sign selects the dilute side. $\square$

\paragraph{Remark: equal areas.} The common tangent implies $f(\theta_+)-f(\theta_-)=\mu_c(\theta_+-\theta_-)$. Since $\mu=f'$ and $\mu-\mu_c=kT\ln(p/p_c)$ along the isotherm, this is
\begin{equation}
\int_{\theta_-}^{\theta_+}\ln\frac{p(\theta)}{p_c}\,d\theta=0.
\end{equation}
The areas are equal when $\ln p$, not $p$, is plotted against coverage.

\paragraph{Remark: two limits.} Let $T_c=zw/4k$ and $t=T/T_c=4/x$. Just below $T_c$, $m$ is small, and $\tanh(m/t)\simeq m/t-m^3/(3t^3)$. Division of $m=\tanh(m/t)$ by $m$ gives
\begin{equation}
m^2\simeq3t^2(1-t)\simeq3(1-T/T_c).
\end{equation}
The two coverages merge continuously at one half.

Far below $T_c$, (\ref{iso}) and (\ref{pc}) give
\begin{equation}
\frac{\theta_-}{1-\theta_-}=e^{-x/2}e^{x\theta_-},\qquad
\theta_-\simeq e^{-zw/2kT}
\end{equation}
when $x\theta_-\ll1$. The energy $zw/2$ is the lateral energy per atom of a full layer, where each bond is shared by two atoms.

\section{Kinetics of a uniform layer}

\paragraph{Proposition.} Let adsorption per site proceed at rate $k_ap(1-\theta)$, with $k_a$ independent of coverage, and let desorption depend on coverage and temperature alone. A uniform steady state is stable where the isotherm $p_{\rm iso}(\theta)$ of (\ref{iso}) rises and unstable where it falls.

\emph{Proof.} Detailed balance requires equal rates when $p=p_{\rm iso}(\theta)$. The desorption rate is therefore $k_ap_{\rm iso}(\theta)(1-\theta)=k_ap_0\theta e^{-x\theta}$, and
\begin{equation}
\frac{d\theta}{dt}=k_a(1-\theta)[p-p_{\rm iso}(\theta)].
\end{equation}
For a small deviation $\delta$ from a steady coverage $\theta_0$,
\begin{equation}
\frac{d\delta}{dt}=-k_a(1-\theta_0)p'_{\rm iso}(\theta_0)\,\delta.
\end{equation}
The deviation decays if $p'_{\rm iso}>0$ and grows if $p'_{\rm iso}<0$. $\square$

Since $d\ln p_{\rm iso}/d\theta=f''/kT$, the falling branch lies between the spinodals. On slow pressurization a uniform dilute layer survives beyond $p_c$ up to $p_{\rm iso}(\theta_s^-)$, then jumps to the dense branch. On slow pressure reduction the dense layer survives down to $p_{\rm iso}(\theta_s^+)$. From (\ref{iso}),
\begin{equation}
p_{\rm iso}(\theta)\,p_{\rm iso}(1-\theta)=p_0^2e^{-x}=p_c^2,
\end{equation}
so these limits lie symmetrically about $p_c$ on a logarithmic scale. They are limits for a layer that stays uniform; nucleation of the other phase can end the hysteresis earlier.

\section{Example: copper on ruthenium}

Take copper atoms on a close-packed ruthenium surface at 1000 K, with mean coverage 0.30. Rough effective parameters are $z=6$, $w=0.12$ eV, $\varepsilon=3.40$ eV, $\nu=5$ THz and site spacing 0.27 nm. The free copper atom has $g=2$.

With $kT=0.08617$ eV,
\begin{equation}
x=\frac{6(0.12)}{0.08617}=8.36,\qquad
T_c=\frac{8.355}{4}(1000\ {\rm K})=2089\ {\rm K}.
\end{equation}
Equation (\ref{binodal}) gives $m=0.9651$, hence $\theta_-=0.0174$ and $\theta_+=0.9826$. The dense fraction is
\begin{equation}
\phi=\frac{0.30-0.0174}{0.9651}=0.293.
\end{equation}
Thus 29\% of the surface carries nearly full islands, and the rest a dilute gas of adsorbed atoms. Equation (\ref{omega}) gives $\omega/kT=0.266$ for the uniform layer and $-0.016$ in either phase. Separation therefore gains about $0.28kT=0.024$ eV per site.

The spinodals are $(1\mp0.722)/2=0.139$ and 0.861. The chosen coverage lies between them, so even a small division into denser and thinner regions lowers the free energy.

For the pressure, $\Lambda=0.00693$ nm and $q=72.4$ give $p_0=6.31\times10^{-8}$ Torr, and
\begin{equation}
p_c=(6.31\times10^{-8}\ {\rm Torr})e^{-4.18}=9.7\times10^{-10}\ {\rm Torr},
\end{equation}
or $1.29\times10^{-7}$ Pa. The uniform-layer hysteresis limits are $2.9\times10^{-10}$ and $3.2\times10^{-9}$ Torr, a factor of 3.3 on either side of $p_c$.

Two numerical tests bear on the theorem. The lower convex hull of $f$, built from 20\,001 coverages, had no straight section at $x=2$ and 3.9, but had one at $x=4.1$, 5 and 8.355; for the example it ended at 0.0175 and 0.9825. At $p_c$, integration of the rate equation from coverages 0.49 and 0.51 led to the dilute and dense phases respectively.

At $p_c$ vapour atoms arrive at $8.5\times10^{-5}$ per site per second, or one per site in 3.3 h. In equilibrium, desorption balances adsorption and cannot exceed this arrival rate, so in one minute at most about 0.5\% of a monolayer is exchanged. Before separation, the uniform layer at coverage 0.30 desorbs at no more than $0.70\,p_{\rm iso}(0.30)/p_c\simeq1.6$ times the arrival rate, or about 0.8\% of a monolayer in one minute. During separation some parts pass through lower coverages. The mean-field desorption rate, proportional to $\theta e^{-x\theta}$, is greatest at $\theta=1/x\simeq0.12$, where it is at most $e^{x/2}/(ex)\simeq2.9$ times the arrival rate, or about 1.5\% of a monolayer in one minute. Over such times the deposited coverage is nearly fixed in this model, and the phases must form by migration along the surface, which the example assumes to be fast enough.

\section{What mean field leaves out}

\paragraph{Proposition.} In the full lattice model, without (A3), occupied and empty sites remain equivalent at $\mu_c$.

\emph{Proof.} Let $P$ be the number of occupied neighbouring pairs. Apart from single-site terms that cancel at $\mu_c$, an arrangement has effective energy $-wP+zwM/2$. Exchanging occupied and empty sites changes $M$ to $N-M$ and $P$ to $Nz/2-zM+P$. The new energy is
\begin{equation}
-w\left(\frac{Nz}{2}-zM+P\right)+\frac{zw}{2}(N-M)=-wP+\frac{zw}{2}M,
\end{equation}
the same as before. $\square$

Correlations therefore leave the symmetric pressure $p_c$ in place but can change the coverages and the critical temperature. A simulation of the full model on a triangular lattice of $96\times96$ sites, started empty at $\mu_c$ and 1000 K, gave a dilute coverage of $0.0245\pm0.0001$, which is 1.41 times the mean-field value.

The sign of this shift follows at low density. Let $y=e^{-x/2}$ be the weight of an isolated atom at $\mu_c$. Counting pairs of atoms gives
\begin{equation}
\theta_{\rm full}=y+y^2\left[z(e^{w/kT}-1)-1\right]+\cdots,
\end{equation}
where $-1$ excludes double occupation. Expansion of (\ref{iso}) gives $y+y^2(zw/kT-1)+\cdots$ instead. Since $e^{w/kT}-1>w/kT$, mean field undercounts bound pairs. Here the second-order difference is about 0.002, a third of the observed shift of 0.007; the differences at third, fourth and fifth order in $y$ add about 0.0016, 0.0010 and 0.0006, so clusters of three to five atoms supply about two thirds of the rest.

At 1500 K, $x=5.57$ and mean field still predicts phases at 0.095 and 0.905. The simulation, again started empty, gave a mean of $0.505\pm0.003$, with the error taken from the scatter of twenty successive blocks. A small scatter alone does not prove a single phase: a strip of each phase spanning the periodic cell can also hold the coverage near one half over a run of this length. The better evidence is that a layer started empty rose to half coverage instead of staying dilute as it did at 1000 K. The exact solution of the triangular lattice gas, an Ising model with coupling $w/4$, gives $kT_c=w/\ln3$, or 1268 K here, so mean field overestimates the critical temperature by a factor $\frac32\ln3\simeq1.65$. The condition $zw>4kT$ is thus a mean-field criterion, not a sufficient one for the full lattice model.

\paragraph{Comparison with a real layer.} Ruthenium can serve as a liner beneath copper wiring, but chip wiring is processed at roughly 700 K or below, so 1000 K is far from typical. The mean-field $T_c$ also lies above the melting point of copper, roughly 1400 K, and is no forecast for the layer. Real liners have grains and steps, which break the assumption of equivalent sites: a 0.1 eV change in $\varepsilon$ at 1000 K moves the local $p_c$ by a factor $e^{0.1/0.08617}\simeq3$. Misfit matters too. Stretching copper from a spacing of 0.256 to 0.27 nm is a strain of 5.5\%. With a rough biaxial modulus of 260 GPa and layer thickness of 0.21 nm, this costs 0.064 eV per atom in the dense phase and raises $p_c$ about 2.1 times, unless the effective parameters already include it. Quantum vibration changes $q$ by only 0.7\%, but the use of one $q$ for all atoms is a much larger limitation. In a simple sinusoidal corrugation with this site spacing, lateral vibrations of 5 THz correspond to a hop barrier of about 2.4 eV, whereas isolated adatoms on close-packed metals typically have barriers of order 0.1 eV, comparable to $kT$. With a 0.1 eV barrier the in-plane partition function of an isolated atom is about 590 instead of $(kT/h\nu)^2\simeq17$. Such nearly mobile atoms favour the dilute phase and break the symmetry between occupied and empty sites, so the value $\theta_-=0.0174$ belongs to the model and not to a real layer. With a rough bulk binding energy of 3.50 eV and the same vibration frequency, the vapour pressure of bulk copper is $2.0\times10^{-8}$ Torr. Since $p_c$ is 0.049 of this, bulk copper would not grow at $p_c$ in this estimate. The measured vapour pressure at 1000 K is nearer $1\times10^{-8}$ Torr, which raises the ratio to about 0.08 and leaves the conclusion unchanged. These pressures refer to copper vapour; they do not apply to a chemical precursor, whose ligands may also occupy sites.

The numerical output below lists most of the values used here; the remaining inputs for the strain estimate are in the program.

\section*{Computed results}
\begin{verbatim}
Neighbours z: 6
Pair attraction w: 0.12 eV
Binding energy epsilon: 3.40 eV
Vibration frequency: 5.0 THz
Site spacing: 0.270 nm
Site area: 0.0631 nm^2
Free-atom degeneracy g: 2
Temperature: 1000 K
kT: 0.08617 eV
zw: 0.720 eV
4kT: 0.3447 eV
x = zw/kT: 8.355
Mean-field critical temperature: 2089 K
Thermal wavelength: 0.00693 nm
Site partition function q: 72.37
Pressure scale p0: 6.310e-08 Torr
Order parameter m: 0.9651
Dilute coverage, mean field: 0.0174
Dense coverage, mean field: 0.9826
Hull coverages: 0.0175 and 0.9825
Coexistence pressure: 9.676e-10 Torr
Coexistence pressure: 1.290e-07 Pa
Pressure from tangent and level sums: 9.746e-10 Torr
Spinodal coverages: 0.1390 and 0.8610
Upper spinodal pressure: 3.189e-09 Torr
Lower spinodal pressure: 2.936e-10 Torr
Mean coverage of example: 0.30
Fraction of surface in dense phase: 0.2928
Free-energy gain per site: 0.02437 eV
Simulated dilute coverage: 0.0245 +/- 0.0001
Simulated / mean-field dilute coverage: 1.41
Hot test temperature: 1500 K
x at hot temperature: 5.570
Mean-field coverages, hot: 0.0947 and 0.9053
Simulated coverage, hot: 0.505 +/- 0.003
Rough misfit strain: 5.5 %
Rough strain energy per atom: 0.064 eV
Rough strain factor on pressure: 2.1
Quantum / classical q: 0.9928
Rough bulk Cu binding used: 3.50 eV
Rough bulk Cu vapour pressure: 2.0e-08 Torr
Coexistence / bulk pressure: 0.049
Arrivals per site at coexistence: 8.51e-05 1/s
Time for one arrival per site: 3.26 h
\end{verbatim}
